# The flexoelectric field in a relaxing epitaxial film

A film of barium titanate grown on a rare-earth scandate starts out compressed in its plane by about one percent. If the film is thick enough, misfit dislocations let it return towards its own lattice spacing as it grows. The strain then varies with height, and a strain gradient distinguishes up from down. How strong is the preference for one polarization direction, expressed as an electric field?

## The estimate

Let $z$ point from the substrate to the free surface, and let $u(z)$ be the in-plane strain, equal along both in-plane axes and negative in compression. The flexoelectric effect acts on the polarization $P$ along $z$ like a field proportional to the strain gradient,

$$E_{\rm fl}=f\,\frac{du}{dz}.$$

Strain has no dimension, so $f$ is a voltage, the flexocoupling voltage. If the strain goes from $-0.01$ to zero over $L=20$ nm, the gradient is

$$\frac{du}{dz}=\frac{0.01}{20\times10^{-9}\ \text{m}}=5\times10^{5}\ \text{m}^{-1},$$

and with $f=5$ V

$$E_{\rm fl}=5\ \text{V}\times5\times10^{5}\ \text{m}^{-1}=2.5\ \text{MV/m}=25\ \text{kV/cm}.$$

The integral of this field over the relaxing layer is $f\,\Delta u=50$ mV, whatever the shape of the relaxation. The field is large because a small voltage is spread over a short distance.

The sign of $f$ depends on the material. I take $f>0$, so that the field points away from the substrate. The estimate leaves three questions: in what sense $f\,du/dz$ is a field, which strain coefficient $f$ stands for, and what a film with electrodes does with a field that varies through its thickness.

## Why the gradient acts as a field

Take the free energy per unit area

$$G=\int_0^h\left[\frac a2P^2+\frac b4P^4+\frac g2P'^2-fPu'-PE\right]dz ,$$

where a prime means $d/dz$, $h$ is the film thickness and $E$ is the electric field in the film. Change $P$ by $\delta P$ at fixed $E$ and $u$. The gradient term gives $\int gP'\,\delta P'\,dz$, which becomes $[gP'\delta P]_0^h-\int gP''\delta P\,dz$ on integration by parts. Setting the coefficient of $\delta P$ inside the film to zero gives

$$aP+bP^3-gP''=E+f\,u'. \qquad (1)$$

The gradient term stands beside $E$ with the same sign and weight. This is the sense in which $fu'$ is a field: it drives the polarization as $E$ does. It is not a Maxwell field, and a test charge in the film does not feel it directly.

The coupling is often written in the antisymmetric form $-\tfrac f2(Pu'-uP')$. Since $(uP)'=u'P+uP'$,

$$-\frac f2(Pu'-uP')=-fPu'+\frac f2(uP)'.$$

The last term is a total derivative. It leaves equation (1) unchanged and alters only the conditions at the surfaces. With free surfaces the boundary terms must vanish for any $\delta P$, so that

$$gP'=0\ \ \text{(first form)},\qquad gP'=-\tfrac f2u\ \ \text{(antisymmetric form)}. \qquad (2)$$

This difference will matter for the response of the whole film.

## Which coefficient is 5 V

A cubic crystal has a longitudinal coefficient $f_{11}$ and a transverse one $f_{12}$. For strains that depend on $z$ alone, with no shear,

$$E_{\rm fl}=f_{11}\frac{de_{33}}{dz}+f_{12}\frac{d(e_{11}+e_{22})}{dz}.$$

Here $e_{11}=e_{22}=u$. The top surface is free, so the normal stress vanishes throughout the film. Leaving out the strain that the polarization itself produces,

$$c_{11}e_{33}+2c_{12}u=0\quad\Rightarrow\quad e_{33}=-\frac{2c_{12}}{c_{11}}u .$$

The coefficient in the estimate is therefore

$$f=2f_{12}-\frac{2c_{12}}{c_{11}}f_{11}.$$

With the rough stiffnesses $c_{11}=178$ GPa and $c_{12}=96$ GPa, $e_{33}/u=-1.08$. If both tensor components were 5 V, the effective value would be 4.6 V and the field 2.3 MV/m. If $f_{12}$ were 5 V and $f_{11}$ zero, the effective value would be 10 V and the field 5 MV/m. The result 2.5 MV/m holds when 5 V is the effective biaxial coefficient.

## What a film between electrodes responds to

A linear ramp has the same gradient everywhere. An exponential relaxation, $u=u_i e^{-z/L}$ with $u_i=-0.01$, has

$$f u'=\frac{f|u_i|}{L}e^{-z/L},$$

which is 2.5 MV/m at the interface and falls with height.

The polarization cannot follow this variation freely. Without free charge inside the film, $D=\varepsilon_bE_{\rm loc}+P$ is independent of $z$, where $\varepsilon_b$ is the background permittivity. Let $E$ now denote the applied voltage divided by $h$, which is the thickness average of $E_{\rm loc}$. Averaging $D$ gives $D=\varepsilon_bE+\bar P$, and hence

$$E_{\rm loc}=E-\frac{P-\bar P}{\varepsilon_b}. \qquad (3)$$

Any departure of $P$ from its mean $\bar P$ creates a field that opposes it.

Consider first the linear response, with $a>0$, $b=0$ and short-circuited electrodes, $E=0$. Put (3) into (1) and integrate over the film. The depolarizing term integrates to zero, leaving

$$a h\bar P=g\,[P']_0^h+f\,[u(h)-u(0)].$$

With the first surface condition in (2) the $g$ term vanishes, and

$$\bar P=\frac{\bar E_{\rm fl}}a,\qquad \bar E_{\rm fl}=\frac{f\,[u(h)-u(0)]}{h}. \qquad (4)$$

The film responds to the average flexoelectric field. For the exponential profile,

$$\bar E_{\rm fl}=\frac{f|u_i|}{h}\left(1-e^{-h/L}\right).$$

When $h\ll L$ this tends to the interface value $f|u_i|/L$. When $h\gg L$ it tends to $f|u_i|/h$, so a thick film dilutes the same 50 mV. For $h=60$ nm and $L=20$ nm the average is 0.79 MV/m, about a third of the peak.

With the antisymmetric form and free surfaces, (2) gives $g[P']_0^h=-\tfrac f2[u(h)-u(0)]$, and the mean polarization is half of (4). The local driving field is the same in both cases; the surfaces account for the difference. A numerical solution of the 60 nm film, with $a=10^8$ V m/C, $g=10^{-9}$ J m³/C² and $\varepsilon_b=10\,\varepsilon_0$, gives $a\bar P/\bar E_{\rm fl}=1.0000$ for the first form and 0.5000 for the second. Surface terms can thus be comparable with the bulk effect, and a bulk value of $f$ does not by itself fix the film's response.

In the same solution with the first form, $P$ stays within 1.9 percent of its mean, although the driving field varies strongly. The reason follows from (1) and (3). Without the $g$ term, and using $a\bar P=\bar E_{\rm fl}$,

$$\left(a+\frac1{\varepsilon_b}\right)(P-\bar P)=fu'-\bar E_{\rm fl}.$$

The stiffness $1/\varepsilon_b$ is about a hundred times $a$, so the variation of $P$ is suppressed.

## Switching, with the strain acting on the Landau coefficient

In a ferroelectric film the flexoelectric field should appear as a sideways shift of the switching loop. Strain also acts through electrostriction, and that effect must be separated from the shift.

The elastic part of the in-plane strain is $x_1=u-Q_{12}P^2$. The free surface sets the elastic part along $z$ to $x_3=-2(c_{12}/c_{11})x_1$. The elastic energy density is then

$$W=\frac{c_{11}}2(2x_1^2+x_3^2)+c_{12}(x_1^2+2x_1x_3)=Yx_1^2,$$

$$Y=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}=\frac1{s_{11}+s_{12}},$$

with $s_{11}$ and $s_{12}$ the compliances. Expanding $Y(u-Q_{12}P^2)^2$ gives a term $-2YuQ_{12}P^2$. Comparison with $\tfrac a2P^2$ shows that strain changes $a$ by

$$\Delta a=-\frac{4Q_{12}u}{s_{11}+s_{12}}.$$

The term in $P^4$ is absorbed in $b$. With $Q_{12}=-0.034$ m⁴/C² and $u=-0.01$, $\Delta a=-2.3\times10^8$ V m/C at the interface. This exceeds in size the value $a=-10^8$ V m/C taken for the relaxed material, so compression strongly favours polarization along $z$. But it enters through $P^2$ and favours up and down equally.

To find the loop, average (1) over the thickness. The first surface condition in (2) removes the $g$ term; the antisymmetric form would again halve the flexoelectric term. Neglecting at first the small variation of $P$,

$$E+\bar E_{\rm fl}=\bar a\bar P+b\bar P^3 .$$

The right side is odd in $\bar P$. Its turning points, where $\bar a+3b\bar P^2=0$, lie at opposite values of $E+\bar E_{\rm fl}$. Measured in $E$, the loop is centred at $-\bar E_{\rm fl}$. A positive flexoelectric field makes it easier to switch upwards and harder to switch downwards.

The loops were also computed with $a(z)$ and $P(z)$ varying through the film and the $g$ term left out, for $b=3\times10^9$ V m⁵/C³ and $\varepsilon_b=10\,\varepsilon_0$:

| Profile | Coercive fields (MV/m) | Loop centre (MV/m) | $-\bar E_{\rm fl}$ (MV/m) |
|---|---|---|---|
| ramp, 20 nm film | 19.85 and −24.85 | −2.500 | −2.5 |
| exponential, 60 nm film | 15.30 and −16.89 | −0.795 | −0.792 |

With $f=0$ and everything else kept, the centre of the exponential film's loop returns to zero. Electrostriction alone does not shift the loop, even when it varies strongly with height.

The small difference in the second row can be traced. Let $\delta a$ and $\delta F$ be the departures of $a$ and $fu'$ from their means. To leading order the stiff depolarizing term gives $\delta P=\varepsilon_b(\delta F-\bar P\,\delta a)$. The average of $aP$ then contains $\overline{\delta a\,\delta P}$, whose part independent of $\bar P$ is $\varepsilon_b\,\overline{\delta a\,\delta F}$. Both departures follow $e^{-z/L}$, whose variance over this film is 0.066. The extra shift is

$$8.85\times10^{-11}\times(-2.32\times10^8)\times(2.5\times10^6)\times0.066\ \text{V/m},$$

or $-0.003$ MV/m, as found.

## Where the gradient comes from

A film held flat by a thick substrate cannot acquire a mean strain gradient by bending. If its composition is uniform, it needs dislocations spread through the relaxing layer. Consider a strip of width $W$ and height $dz$ crossed by $\rho W\,dz$ edge dislocations, each with an in-plane Burgers vector of length $b_B$. Each changes the in-plane length between the planes below and above it by $b_B$, so the mean strain changes by $du=\rho b_B\,dz$, and

$$\rho=\frac{u'}{b_B}=\frac{5\times10^5\ \text{m}^{-1}}{0.4\times10^{-9}\ \text{m}}=1.25\times10^{11}\ \text{cm}^{-2}$$

for each of the two in-plane directions. Dislocations all lying at the interface would change the mean strain there in one step and leave no mean gradient above.

This density means one line per 800 nm² of cross-section, a spacing comparable with $L$ itself. The smooth $u(z)$ is therefore a lateral average. For one edge dislocation in an infinite isotropic solid, with $x$ along the Burgers vector and $r^2=x^2+y^2$, the displacement along $x$ is

$$\frac{b_B}{2\pi}\left[\theta+\frac{xy}{2(1-\nu)r^2}\right],\qquad \theta=\arctan\frac yx,$$

with the branch of $\theta$ continuous around the core except across the cut. Differentiating with respect to $x$ gives

$$e_{xx}=\frac{b_B}{2\pi}\left[-\frac y{r^2}+\frac{y(y^2-x^2)}{2(1-\nu)r^4}\right].$$

Differentiating with respect to $y$ and setting $y=0$ gives a gradient of magnitude

$$\frac{b_B}{2\pi x^2}\left[1+\frac1{2(1-\nu)}\right].$$

At $x=5$ nm, with $\nu=c_{12}/(c_{11}+c_{12})=0.35$, this is $4.5\times10^6$ m⁻¹. Multiplied by 5 V it gives 22.5 MV/m, but this is not yet the local field: $f$ was defined for equal strain along both axes, and this dislocation strains only one of them. If $f_{11}=0$, then $f=2f_{12}$ and the field from this gradient alone is half as large, about 11 MV/m or 4.5 times the average. This is only an order of magnitude. If $f_{11}$ is not zero, the gradient of the strain along the film normal also contributes. Since the strain here varies along $x$ too, the shear coefficient $f_{44}$ adds $2f_{44}\,\partial e_{xy}/\partial x$, and $2\,\partial e_{xy}/\partial x$ at this point is $3.9\times10^6$ m⁻¹ in size, comparable with the gradient above. With the isotropic relation $f_{11}=f_{12}+2f_{44}$ the total is about 6.4 MV/m. Elastic anisotropy matters as well: the isotropic formula amounts to $c_{44}=(c_{11}-c_{12})/2=41$ GPa, whereas for a cubic crystal with $c_{44}=122$ GPa the gradient falls to $2.7\times10^6$ m⁻¹ and the 11 MV/m becomes about 7 MV/m.

## Comparison with the other fields in the film

The flexoelectric field is modest beside the film's other internal fields. The electrostrictive change of $a$ at the interface, multiplied by the remanent polarization of the ramp film, 27.4 µC/cm², corresponds to 64 MV/m. Incomplete screening also matters. If the screening charges sit back from the film by a total effective length of 0.02 nm, the voltage $P\lambda/\varepsilon_0$ across that length must be balanced in the film. For the 60 nm film with 24.3 µC/cm² held fixed, the depolarizing field is

$$\frac{P\lambda}{\varepsilon_0h}=9.1\ \text{MV/m}.$$

Both of these reverse with $P$ and do not choose a direction.

Other fields can choose one. Two electrodes whose contact potentials differ by 0.2 V produce $0.2\ \text{V}/60\ \text{nm}=3.3$ MV/m, four times the film's average flexoelectric field. Fully ionized donors at $10^{18}$ cm⁻³ in a depleted film add a field that changes by about $eNh/\varepsilon=3.3$ MV/m from one surface to the other. Here $\varepsilon=1/(2|\bar a|)$, or $326\,\varepsilon_0$ with the small background part left out, because the slope $\bar a+3bP^2$ equals $2|\bar a|$ at the remanent state $P^2=|\bar a|/b$. This estimate uses the mean slope. With $a(z)$ varying through the film the change is 2.7 to 2.8 MV/m without the $g$ term, and 3.7 to 3.9 MV/m with it, because $P'=0$ leaves thin surface layers where only $\varepsilon_b$ screens the donors. At fixed voltage the donors do not change the average field, so this is not itself a bias. They act through the asymmetry of the film: uniform donors add $eN(z-h/2)$ to $P$, and the average of $aP$ gains $eN\,\overline{\delta a\,(z-h/2)}$. In the exponential film this moves the loop centre by about 0.15 MV/m.

For a real barium titanate film on a scandate, the one percent misfit and the elastic constants are realistic rough values, while the Landau coefficients are round model values. The relaxation length depends on growth: a film that stays coherent has no such gradient, and one that relaxes over 100 nm has a peak field five times smaller. The coercive fields in the table are those of a single domain turning over as a whole, with its polarization kept along $z$; the relaxed part of a real film can also form domains polarized in the plane. Real capacitors switch by nucleation and growth of domains, usually at considerably lower fields, so a given bias can be a larger fraction of the coercive field than it is here. The assumption of smooth relaxation also fails near a dislocation: 5 nm from the core the local field can be several times the average, and in some directions it points the opposite way.

A measured loop shift of 2.5 MV/m would therefore be compatible with flexoelectricity but would not establish it. Equation (4) suggests a comparison: at fixed electrodes and a fixed, completed relaxation profile, the flexoelectric shift falls as $1/h$. A fixed contact-potential difference gives the same $1/h$ law, so thickness alone cannot separate the two. Changing the misfit while keeping the electrodes the same is more informative, provided that the contact potentials do not change with it and that the space charge is too small to matter, since its effect through $\delta a$ also scales with the misfit. The numerical output below lists the main values used.

## Values computed for the example and the checks

```
INPUTS
flexocoupling voltage f: 5 V
misfit strain at interface: -1 %
relaxation length L: 20 nm
film thickness, ramp: 20 nm
film thickness, exponential: 60 nm
stiffness c11: 178 GPa
stiffness c12: 96 GPa
electrostriction Q12: -0.034 m^4/C^2
relaxed Landau a: -1e+08 V m/C
Landau b: 3e+09 V m^5/C^3
background relative permittivity: 10
MAIN ESTIMATE
strain gradient: 5e+05 1/m
flexoelectric field: 2.5 MV/m
same field: 25 kV/cm
f times full strain change: 50 mV
e33/u at free surface: -1.08
f_eff if f11=f12=5 V: 4.61 V
f_eff if f12=5 V, f11=0: 10 V
FILM RESPONSE
mean field, exponential film: 0.792 MV/m
linear mean P / (mean field/a), plain: 1.0000
same ratio, antisymmetric coupling: 0.5000
largest nonuniformity of P, plain: 1.85 %
ramp: upper coercive field: 19.85 MV/m
ramp: lower coercive field: -24.85 MV/m
ramp: loop centre: -2.500 MV/m
ramp: remanent P: 27.4 uC/cm2
exponential: upper coercive field: 15.30 MV/m
exponential: lower coercive field: -16.89 MV/m
exponential: loop centre: -0.795 MV/m
exponential: remanent P: 24.3 uC/cm2
loop centre with f=0: 0.000 MV/m
NEGLECTED EFFECTS (rough inputs)
change of a at interface: -2.32e+08 V m/C
electrostrictive restoring field: 63.5 MV/m
total screening length: 0.02 nm
depolarizing field, 60 nm film: 9.14 MV/m
electrode offset: 0.2 V
electrode-offset field, 60 nm film: 3.33 MV/m
donor density: 1e+18 cm^-3
film relative permittivity: 326
space-charge field, full depletion: 3.33 MV/m
Burgers vector: 0.4 nm
dislocation density needed: 1.25e+11 cm^-2
film area per dislocation: 800 nm^2
distance from dislocation: 5 nm
largest local field there: 22.5 MV/m
thermal voltage at 300 K: 25.9 mV
breakdown field (rough input): 100 MV/m
```
